# Electronic onset and ionic red shift in Car–Parrinello dynamics: a numerical check

```python
"""Car-Parrinello small oscillations: electronic onset and ionic red shift.

Lagrangian: M Xdot^2/2 + mu f sum_i <psidot_i|psidot_i>/2 - E[psi, X].
Results under test:
  electronic onset  sqrt(2 gap/mu) for an orbital-independent Hamiltonian,
                    sqrt(2 lambda_min(A)/mu) for a self-consistent one;
  ionic vibration   w/w0 = 1 - mu G/(2 M) + O(mu^2),
                    G = f sum_i <d phi_i/dX|(1-P)|d phi_i/dX>.
f: occupation, mu: fictitious mass, M: ionic mass, P: occupied projector,
A: orbital Hessian, k: Born-Oppenheimer force constant. Atomic units.
"""
import numpy as np
from scipy.optimize import brentq
from scipy import constants as const
from pyscf import gto, dft

F = 2.0                     # electrons per orbital
NOCC = 2                    # occupied orbitals
H = 0.5                     # grid spacing
GRID = H * np.arange(-16, 17)
X_FIXED, X_EQ = -1.25, 1.25
DEPTH_FIXED, DEPTH_MOVING = 2.0, 1.6
K_BO = 0.5
MASS = 10000.0
MU = 400.0
CONTACT = 0.3               # strength of the contact mean field

index = np.arange(len(GRID))
sep = index[:, None] - index[None, :]
safe = np.where(sep == 0, 1, sep)
KINETIC = np.where(sep == 0, np.pi**2 / (6 * H**2),
                   (-1.0)**np.abs(sep) / (safe**2 * H**2))


def potential(X):
    return (-DEPTH_FIXED * np.exp(-(GRID - X_FIXED)**2 / 2)
            - DEPTH_MOVING * np.exp(-(GRID - X)**2 / 2))


def potential_slopes(X):
    y = GRID - X
    well = -DEPTH_MOVING * np.exp(-y**2 / 2)
    return well * y, well * (y**2 - 1)


def electronic_energy(P, X, u):
    n = F * np.sum(P**2, axis=1)
    one_body = F * np.sum(P * (KINETIC @ P)) + n @ potential(X)
    return one_body + 0.5 * u * np.sum(n**2) / H


def ground_state(X, u):
    n = np.zeros(len(GRID))
    for cycle in range(1000):
        e, C = np.linalg.eigh(KINETIC + np.diag(potential(X) + u * n / H))
        new = F * np.sum(C[:, :NOCC]**2, axis=1)
        if u == 0 or np.max(np.abs(new - n)) < 1e-12:
            return e, C
        n = new if cycle == 0 else 0.5 * (n + new)
    raise RuntimeError("mean field did not converge")


def build_model(u):
    """Derived quantities: Hessian A, orbital response g, drag G, ion term."""
    e, C = ground_state(X_EQ, u)
    occ, vir = C[:, :NOCC], C[:, NOCC:]
    pair = (vir[:, :, None] * occ[:, None, :]).reshape(len(GRID), -1)
    gaps = (e[NOCC:, None] - e[None, :NOCC]).ravel()
    A = np.diag(gaps) + 2 * F * u / H * pair.T @ pair
    d1, d2 = potential_slopes(X_EQ)
    v = pair.T @ d1
    g = -np.linalg.solve(A, v)
    n = F * np.sum(occ**2, axis=1)
    curvature = n @ d2 + 2 * F * v @ g
    lam, U = np.linalg.eigh(A)
    return dict(u=u, e=e, occ=occ, vir=vir, g=g, G=F * g @ g, lam=lam,
                weights=F * (U.T @ g)**2, slope=n @ d1,
                curvature=curvature, spring=K_BO - curvature)


def joint_hessian(m, step=1e-3):
    """Second differences of the constrained energy in (X, c)."""
    size = 1 + m['g'].size

    def energy(q):
        P = m['occ'] + m['vir'] @ q[1:].reshape(-1, NOCC)
        P = np.linalg.qr(P)[0]
        ion = -m['slope'] * q[0] + 0.5 * m['spring'] * q[0]**2
        return electronic_energy(P, X_EQ + q[0], m['u']) + ion

    hess = np.zeros((size, size))
    for p in range(size):
        for r in range(p + 1):
            total = 0.0
            for sp in (1, -1):
                for sr in (1, -1):
                    q = np.zeros(size)
                    q[p] += sp * step
                    q[r] += sr * step
                    total += sp * sr * energy(q)
            hess[p, r] = hess[r, p] = total / (4 * step**2)
    return hess


def mode_frequencies(hess, mass, mu):
    root = np.sqrt(np.r_[mass, np.full(len(hess) - 1, mu * F)])
    return np.sqrt(np.linalg.eigvalsh(hess / np.outer(root, root)))


def secular_root(m, mass, mu):
    def residual(w):
        drag = np.sum(m['weights'] / (1 - mu * w**2 / (2 * m['lam'])))
        return w**2 * (mass + mu * drag) - K_BO
    w0 = np.sqrt(K_BO / mass)
    return brentq(residual, 0.1 * w0, w0, xtol=1e-15, rtol=1e-13)


def orbital_step(P, P_old, X, mu, dt):
    """Verlet step with orthonormality enforced by a symmetric multiplier."""
    HP = KINETIC @ P + potential(X)[:, None] * P
    trial = 2 * P - P_old - 2 * dt**2 / mu * (HP - P @ (P.T @ HP))
    one = np.eye(NOCC)
    S, B = trial.T @ trial, P.T @ trial
    L = 0.5 * (one - S)
    for _ in range(100):
        new = 0.5 * (one - S + (one - B.T) @ L + L @ (one - B) - L @ L)
        change = np.max(np.abs(new - L))
        L = new
        if change < 1e-15:
            break
    assert change < 1e-12
    return trial + P @ L


free = build_model(0.0)
scf = build_model(CONTACT)
hess_free, hess_scf = joint_hessian(free), joint_hessian(scf)
gap = free['e'][NOCC] - free['e'][NOCC - 1]
gap_scf = scf['e'][NOCC] - scf['e'][NOCC - 1]
G = free['G']
w0 = np.sqrt(K_BO / MASS)

# Electronic spectrum with clamped ion, from the numerical energy surface
clamped = np.sqrt(np.linalg.eigvalsh(hess_free[1:, 1:]) / (MU * F))
clamped_scf = np.sqrt(np.linalg.eigvalsh(hess_scf[1:, 1:]) / (MU * F))
onset = np.sqrt(2 * gap / MU)
onset_scf = np.sqrt(2 * scf['lam'][0] / MU)
assert abs(clamped[0] / onset - 1) < 1e-4
all_gaps = np.sort((free['e'][NOCC:, None] - free['e'][:NOCC]).ravel())
assert np.allclose(clamped, np.sqrt(2 * all_gaps / MU), rtol=1e-4)
assert abs(clamped_scf[0] / onset_scf - 1) < 1e-4
assert clamped_scf[0] > 1.01 * np.sqrt(2 * gap_scf / MU)

# Born-Oppenheimer curvature and overlap form of the drag coefficient
for m in (free, scf):
    d = 0.003
    states = [ground_state(X_EQ + s * d, m['u'])[1][:, :NOCC]
              for s in (-1, 0, 1)]
    E = [electronic_energy(P, X_EQ + s * d, m['u'])
         for s, P in zip((-1, 0, 1), states)]
    k_numeric = (E[0] - 2 * E[1] + E[2]) / d**2 + m['spring']
    assert abs(k_numeric / K_BO - 1) < 1e-3
    lost = NOCC - np.sum((states[0].T @ states[2])**2)
    assert abs(F * lost / (2 * d)**2 / m['G'] - 1) < 1e-3

# Slow mode of the coupled system for several fictitious masses
mu_list = (50.0, 100.0, 200.0, 400.0)
slow = [mode_frequencies(hess_free, MASS, mu)[0] for mu in mu_list]
for mu, w in zip(mu_list, slow):
    assert abs(w / secular_root(free, MASS, mu) - 1) < 2e-5
    assert w < np.sqrt(K_BO / (MASS + mu * G))
w_scf = mode_frequencies(hess_scf, MASS, MU)[0]
assert abs(w_scf / secular_root(scf, MASS, MU) - 1) < 2e-5
coupled_onset = mode_frequencies(hess_free, MASS, MU)[1]
assert coupled_onset >= clamped[0] * (1 - 1e-9)

k_relaxed = hess_free[0, 0] - hess_free[0, 1:] @ np.linalg.solve(
    hess_free[1:, 1:], hess_free[1:, 0])
ratio100 = slow[1] / np.sqrt(k_relaxed / MASS)
linear100 = 100 * G / (2 * MASS)
square_term = 1.5 * linear100**2
lag_term = (100**2 * K_BO / (4 * MASS**2)
            * np.sum(free['weights'] / free['lam']))
assert abs(ratio100 - 1 + linear100 - square_term + lag_term) \
    < 0.1 * square_term

w_corrected = mode_frequencies(hess_free, MASS - MU * G, MU)[0]
assert abs(w_corrected / w0 - 1) < 0.1 * abs(slow[-1] / w0 - 1)

# Real-time trajectory released at rest from a displaced ground state
dt, amplitude = 4.0, 0.002
X = X_old = X_EQ + amplitude
P = P_old = ground_state(X, 0.0)[1][:, :NOCC]
track, fict_sum, ion_sum, spin = [X - X_EQ], 0.0, 0.0, 0.0
for _ in range(int(25 * 2 * np.pi / w0 / dt)):
    density = F * np.sum(P**2, axis=1)
    slope = (density @ potential_slopes(X)[0] - free['slope']
             + free['spring'] * (X - X_EQ))
    P_new = orbital_step(P, P_old, X, MU, dt)
    X_new = 2 * X - X_old - dt**2 * slope / MASS
    P_old, P, X_old, X = P, P_new, X, X_new
    fict_sum += 0.5 * MU * F * np.sum((P - P_old)**2) / dt**2
    ion_sum += 0.5 * MASS * (X - X_old)**2 / dt**2
    overlap = P_old.T @ P
    spin = max(spin, np.max(np.abs(overlap - overlap.T)))
    track.append(X - X_EQ)
track = np.array(track)
up = np.where((track[:-1] < 0) & (track[1:] >= 0))[0]
cross = dt * (up - track[up] / (track[up + 1] - track[up]))
w_run = 2 * np.pi * (len(cross) - 1) / (cross[-1] - cross[0])
w_theory = secular_root(free, MASS, MU)
assert abs(w_run / w_theory - 1) < 2e-4
assert spin < 1e-10
kinetic_ratio = fict_sum / ion_sum
lag = MU * w0**2 / (2 * gap)
assert abs(kinetic_ratio / (MU * G / MASS) - 1) < 4 * lag

# Drag without the projector: the trajectory must reject it
d1 = potential_slopes(X_EQ)[0]
mix = (free['occ'][:, 0] @ (d1 * free['occ'][:, 1])
       / (free['e'][1] - free['e'][0]))
G_unprojected = G + 2 * F * mix**2
difference = abs(np.sqrt(K_BO / (MASS + MU * G_unprojected))
                 - np.sqrt(K_BO / (MASS + MU * G)))
assert abs(w_run - w_theory) < 0.2 * difference

# One rigidly carried orbital: drag equals twice its kinetic energy
well = -DEPTH_MOVING * np.exp(-GRID**2 / 2)
e1, C1 = np.linalg.eigh(KINETIC + np.diag(well))
force = C1[:, 1:].T @ (well * GRID * C1[:, 0])
G_atom = F * np.sum((force / (e1[1:] - e1[0]))**2)
T_atom = F * C1[:, 0] @ KINETIC @ C1[:, 0]
assert abs(G_atom / (2 * T_atom) - 1) < 1e-3

# Verlet stability limit set by the highest electronic frequency
w_max = np.sqrt(2 * (free['e'][-1] - free['e'][0]) / MU)
dt_limit = 2 / w_max


def largest_amplitude(step, count):
    P = free['occ'].copy()
    P[:, 0] += 1e-6 * free['vir'][:, -1]
    P_old, peak = P.copy(), 0.0
    for _ in range(count):
        P, P_old = orbital_step(P, P_old, X_EQ, MU, step), P
        peak = max(peak, abs(free['vir'][:, -1] @ P[:, 0]))
    return peak


assert largest_amplitude(0.95 * dt_limit, 200) < 1e-5
assert largest_amplitude(1.10 * dt_limit, 12) > 1e-3


# Hydrogen molecule in the local-density approximation
def hydrogen(R):
    mol = gto.M(atom=[['H', (0, 0, -R / 2)], ['H', (0, 0, R / 2)]],
                unit='Bohr', basis='cc-pvtz', verbose=0)
    mf = dft.RKS(mol)
    mf.xc = 'lda,vwn'
    mf.grids.level = 4
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mol, mf


def molecular_drag(first, second, distance):
    S = gto.intor_cross('int1e_ovlp', first[0], second[0])
    s = first[1].mo_coeff[:, 0] @ S @ second[1].mo_coeff[:, 0]
    return 2 * (1 - s**2) / distance**2


offsets = 0.05 * np.arange(-2, 3)
scan = [hydrogen(1.45 + t) for t in offsets]
energies = np.array([s[1].e_tot for s in scan])
curve = np.poly1d(np.polyfit(offsets, energies - energies[2], 4))
shift_eq = brentq(curve.deriv(), -0.08, 0.08)
R_eq = 1.45 + shift_eq
k_h2 = curve.deriv(2)(shift_eq)
G_h2 = molecular_drag(hydrogen(R_eq - 0.02), hydrogen(R_eq + 0.02), 0.04)
assert abs(molecular_drag(scan[1], scan[3], 0.1) / G_h2 - 1) < 0.03
# free atoms: 2/3 of the kinetic energy 1/2 each, moving by half of dR
G_free_atoms = 2 * 0.25 * (2 / 3) * 0.5
mu_h2 = 100.0
edge = -scan[2][1].mo_energy[0]
to_cm = const.value('hartree-inverse meter relationship') / 100
to_fs = const.value('atomic unit of time') * 1e15
onset_h2 = np.sqrt(2 * edge / mu_h2)

print(f"well depths fixed, moving: {DEPTH_FIXED}, {DEPTH_MOVING} hartree")
print(f"well positions: {X_FIXED}, {X_EQ} bohr; Gaussian width 1 bohr")
print(f"grid: {len(GRID)} points, spacing {H} bohr")
print(f"ion mass M = {MASS:.0f} m_e, k = {K_BO} hartree/bohr^2")
print("orbital energies 1-3 (hartree):", np.round(free['e'][:3], 5))
print(f"gap = {gap:.5f} hartree")
print(f"fictitious mass mu = {MU:.0f} m_e a0^2")
print(f"onset formula = {onset:.6f} a.u.")
print(f"onset from energy Hessian = {clamped[0]:.6f} a.u.")
print(f"onset with moving ion = {coupled_onset:.6f} a.u.")
print(f"contact strength = {CONTACT} hartree bohr")
print(f"contact model: gap = {gap_scf:.5f} hartree")
print(f"contact model: lowest A = {scf['lam'][0]:.5f} hartree")
print(f"contact: gap estimate = {np.sqrt(2*gap_scf/MU):.6f} a.u.")
print(f"contact: onset from Hessian = {clamped_scf[0]:.6f} a.u.")
print(f"drag G = {G:.5f} bohr^-2")
print(f"G without projector = {G_unprojected:.5f} bohr^-2")
print(f"added mass mu G = {MU*G:.2f} m_e")
print(f"Born-Oppenheimer w0 = {w0:.8f} a.u.")
for mu, w in zip(mu_list, slow):
    print(f"mu {mu:.0f}: w = {w:.8f} a.u., shift {100*(w/w0-1):.4f} %,"
          f" linear {-50*mu*G/MASS:.4f} %")
print(f"mu 100: square term = {square_term:.3e}, lag = {lag_term:.3e}")
print(f"mass-corrected shift, mu 400 = {100*(w_corrected/w0-1):.4f} %")
print(f"secular root, mu 400 = {w_theory:.8f} a.u.")
print(f"trajectory: dt = {dt} a.u., amplitude = {amplitude} bohr")
print(f"trajectory frequency = {w_run:.8f} a.u.")
print(f"fictitious/ionic kinetic energy = {kinetic_ratio:.5f}")
print(f"mu G/M = {MU*G/MASS:.5f}")
print(f"one-orbital atom: G = {G_atom:.5f}, 2T = {2*T_atom:.5f} a.u.")
print(f"highest electronic frequency = {w_max:.5f} a.u.")
print(f"Verlet limit = {dt_limit:.4f} a.u. = {dt_limit*to_fs:.4f} fs")
print(f"H2 LDA/cc-pVTZ: R_eq = {R_eq:.4f} bohr")
print(f"H2: k = {k_h2:.5f} hartree/bohr^2")
print(f"H2: G for bond length = {G_h2:.5f} bohr^-2")
print(f"two free H atoms: G = {G_free_atoms:.5f} bohr^-2")
print(f"H2: mu = {mu_h2:.0f} m_e a0^2")
print(f"H2: minus HOMO energy = {edge:.5f} hartree")
print(f"H2: estimated onset = {onset_h2*to_cm:.0f} cm^-1")
for name, key in (('H2', 'proton'), ('D2', 'deuteron')):
    reduced = const.value(key + '-electron mass ratio') / 2
    bare = np.sqrt(k_h2 / reduced)
    dragged = np.sqrt(k_h2 / (reduced + mu_h2 * G_h2))
    assert dragged < bare < onset_h2
    print(f"{name}: reduced mass = {reduced:.2f} m_e")
    print(f"{name}: w0 = {bare*to_cm:.1f}, dragged = {dragged*to_cm:.1f}"
          f" cm^-1, shift {100*(dragged/bare-1):.3f} %")
print("all tests passed")
```

Output:

```
well depths fixed, moving: 2.0, 1.6 hartree
well positions: -1.25, 1.25 bohr; Gaussian width 1 bohr
grid: 33 points, spacing 0.5 bohr
ion mass M = 10000 m_e, k = 0.5 hartree/bohr^2
orbital energies 1-3 (hartree): [-1.64615 -1.14681 -0.5021 ]
gap = 0.64471 hartree
fictitious mass mu = 400 m_e a0^2
onset formula = 0.056776 a.u.
onset from energy Hessian = 0.056776 a.u.
onset with moving ion = 0.057267 a.u.
contact strength = 0.3 hartree bohr
contact model: gap = 0.55795 hartree
contact model: lowest A = 0.67901 hartree
contact: gap estimate = 0.052818 a.u.
contact: onset from Hessian = 0.058267 a.u.
drag G = 0.78644 bohr^-2
G without projector = 0.84890 bohr^-2
added mass mu G = 314.58 m_e
Born-Oppenheimer w0 = 0.00707107 a.u.
mu 50: w = 0.00705717 a.u., shift -0.1966 %, linear -0.1966 %
mu 100: w = 0.00704332 a.u., shift -0.3924 %, linear -0.3932 %
mu 200: w = 0.00701576 a.u., shift -0.7822 %, linear -0.7864 %
mu 400: w = 0.00696111 a.u., shift -1.5550 %, linear -1.5729 %
mu 100: square term = 2.319e-05, lag = 1.202e-05
mass-corrected shift, mu 400 = -0.0198 %
secular root, mu 400 = 0.00696113 a.u.
trajectory: dt = 4.0 a.u., amplitude = 0.002 bohr
trajectory frequency = 0.00696136 a.u.
fictitious/ionic kinetic energy = 0.03260
mu G/M = 0.03146
one-orbital atom: G = 0.88987, 2T = 0.88987 a.u.
highest electronic frequency = 0.31551 a.u.
Verlet limit = 6.3389 a.u. = 0.1533 fs
H2 LDA/cc-pVTZ: R_eq = 1.4475 bohr
H2: k = 0.33373 hartree/bohr^2
H2: G for bond length = 0.17838 bohr^-2
two free H atoms: G = 0.16667 bohr^-2
H2: mu = 100 m_e a0^2
H2: minus HOMO energy = 0.37254 hartree
H2: estimated onset = 18945 cm^-1
H2: reduced mass = 918.08 m_e
H2: w0 = 4184.5, dragged = 4144.4 cm^-1, shift -0.958 %
D2: reduced mass = 1835.24 m_e
D2: w0 = 2959.6, dragged = 2945.3 cm^-1, shift -0.482 %
all tests passed
```
